# Hard-wall roughness and the mean confining force in a subband, part 2

Electrons are held against a rough, infinitely high wall, and we want the matrix element for scattering by the roughness. Depth \(z\) is measured from the flat wall at \(z=0\), with the electrons at \(z>0\). The wall displacement \(\Delta(\mathbf r)\) is positive inward, and \(u=z-\Delta\) is the flattened coordinate. The masses are \(m\) (normal, constant) and \(m_\parallel\) (in-plane). The real, normalized bound state \(\psi_i(z)\) has energy \(E_i\) in the potential energy \(V(z)\); the index is dropped for a single subband. A prime on a function of \(z\) is a derivative, but \(\mathbf k'=\mathbf k+\mathbf q\) is the scattered in-plane wavevector. On an area \(A\),

\[
\Delta_{\mathbf q}=\frac1A\int\Delta(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^2r .
\]

The element per wall displacement, called the slope form, is

\[
M_{ji}=\frac{\hbar^2}{2m}\,\psi_j'(0)\,\psi_i'(0),
\]

with \(M=M_{ii}\) within one subband. With \(V'_{ji}=\int\psi_jV'\psi_i\,dz\) and \(D_{ji}=\int\psi_j\psi_i'\,dz\), the earlier results are

\[
\boxed{\;\frac{\hbar^2}{2m}\psi'(0)^2=\int_0^\infty V'(z)\,\psi^2\,dz\equiv\langle V'\rangle\;}
\]

\[
\boxed{\;M_{ji}=V'_{ji}-(E_i-E_j)\,D_{ji}\;}
\]

\[
M_{ji}^2=M_{jj}M_{ii}.
\]

Here \(\langle V'\rangle\) is the mean confining force, positive towards the wall. The first identity also holds for a potential that diverges as \(1/z\) at the wall. For \(V=Fz\), every \(M_{ii}\) equals \(F\). Using \(V'_{ji}\) alone between two subbands, as was suggested earlier, is wrong.

First-order perturbation theory in the flattened coordinates gave the element \(\Delta_{\mathbf q}M_{ji}\) for elastic scattering from a rough hard wall, before screening.

In the silicon example, \(e\) is the elementary charge, \(V_H\) the Hartree part of \(V\), and \(\varepsilon_{\rm ox}\) and \(m_{\rm ox}\) the oxide permittivity and mass. The closing table also lists a model well in atomic units. Its "step times density" is \(S\,\psi(0)^2\) for a finite outer barrier \(U\), with \(S=U-V(0)\); it tends to \(M\) as \(U\to\infty\).

**Q.** This is first-order algebra twice over. I would like to see a rough wall solved without it.

**A.** Take the uniform force \(V=Fz\) and a corrugated wall \(z=a\cos qx\). In atomic units let \(F=0.8\), \(m=1\), \(m_\parallel=0.5\), \(q=1.6\) and \(a=0.01\). Inside, the solutions are plane waves along \(x\) times Airy functions of \(z\). A sum of them is required to vanish on the corrugated curve, and this condition fixes the energies.

The prediction follows from two waves that would have equal energy at a flat wall and differ by \(q\) in wavevector. The corrugation has \(\Delta_{\pm q}=a/2\), so it couples them by \(c=aM_{ji}/2\). Two degenerate levels coupled by \(c\) move to \(\pm|c|\) about their common energy, a splitting of \(a|M_{ji}|\). For a uniform force every \(|M_{ji}|\) equals \(F\), so splitting divided by \(a\) should be 0.8.

Two waves of the lowest subband, with wavevectors \(\pm q/2\), give 0.79993. One wave from each of the two lowest subbands gives 0.79995. The second case matters more for your earlier suggestion: here \(V'\) is the constant \(F\), so \(V'_{01}=F\int\psi_0\psi_1dz=0\) by orthogonality. The force element alone would predict no splitting.

**Q.** In an inversion layer the electrons make part of \(V\) themselves. Do I need the self-consistent wavefunction before I know the force?

**A.** Not for its mean, if one subband is occupied and the potential is electrostatic in the Hartree approximation. Let \(N_s\) be the electron density per area and \(N_{\rm depl}\) the density of fixed negative acceptor charge, taken to lie well behind the electrons. Deep in the semiconductor the field is zero. By Gauss's law, the field at depth \(z\) is set by the negative charge lying deeper, and that charge pushes an electron towards the wall:

\[
V'(z)=\frac{e^2}{\varepsilon}\left[N_{\rm depl}+N_sP(z)\right],\qquad P(z)=\int_z^\infty\psi^2dz_1 ,
\]

where \(\varepsilon\) is the permittivity of the semiconductor. Since \(P'=-\psi^2\), with \(P(0)=1\) and \(P(\infty)=0\),

\[
\int_0^\infty P\,\psi^2dz=-\int_0^\infty PP'\,dz=\tfrac12P(0)^2=\tfrac12 .
\]

The roughness element is therefore

\[
M=\frac{e^2}{\varepsilon}\left(N_{\rm depl}+\frac{N_s}{2}\right).
\]

The shape of \(\psi\) has disappeared. Averaged over the layer, half of the electron charge lies behind an electron.

With several occupied subbands of densities \(N_i\), use \(n(z)=\sum_iN_i\psi_i^2\). The same integration of the total density gives

\[
\sum_iN_iM_{ii}=\int_0^\infty V'n\,dz=\frac{e^2}{\varepsilon}\left(N_{\rm depl}N_s+\frac{N_s^2}{2}\right),\qquad N_s=\sum_iN_i ,
\]

where \(M_{ii}\) now means \(\langle V'\rangle\) in subband \(i\). The population average is fixed, while individual subbands may differ from it.

**Q.** Put numbers to it.

**A.** Take electrons in silicon at a (100) surface under oxide, at 4.2 K, with rough typical material parameters: normal mass 0.92 and in-plane mass 0.19 electron masses, relative permittivities 11.7 and 3.9. Choose \(N_s=1.0\times10^{12}\) and \(N_{\rm depl}=5\times10^{11}\ \mathrm{cm^{-2}}\).

The self-consistent Hartree ground state has \(E_0=58.8\) meV, measured from the potential energy at the wall, and a mean distance of 2.27 nm from it. Its squared wall slope is \(0.37347\ \mathrm{nm^{-3}}\) on this mesh (the last digit falls by one at convergence), and \(\hbar^2/2m=41.413\ \mathrm{meV\,nm^2}\). So

\[
M=41.413\times0.37347=15.47\ \mathrm{meV/nm}.
\]

The charge formula needs \(N_{\rm depl}+N_s/2=(5+5)\times10^{11}=10^{12}\ \mathrm{cm^{-2}}\), and also gives 15.47 meV/nm. Divided by the electron charge, this is a field of 0.155 MV/cm. Refining the mesh from 0.02 to 0.01 nm while lengthening the box from 45 to 60 nm changes the slope result by \(-0.0011\) meV/nm.

For a roughness height of 0.3 nm, a rough typical size, the corresponding energy is \(15.47\times0.3=4.64\) meV. The numerical output follows the text.

**Q.** Hartree theory leaves out exchange, which is not small at such densities. Surely the wavefunction contracts and the slope grows.

**A.** The wavefunction changes, but its wall slope need not. Suppose exchange is described by a local potential \(v(n)\) that depends on the density \(n=N_s\psi^2\) at the same depth. Its mean force in the single occupied subband is

\[
\int_0^\infty\psi^2\frac{dv}{dz}dz=\frac1{N_s}\int_0^\infty n\,\frac{dv}{dn}\,\frac{dn}{dz}\,dz
=\frac1{N_s}\Big[G(n)\Big]_0^\infty=0,\qquad \frac{dG}{dn}=n\frac{dv}{dn}.
\]

The density is zero at the wall and at infinity, so \(G\) has the same value at both ends. Such a potential exerts no net force on the density that creates it. With local exchange for an unpolarized two-valley gas, the self-consistent \(E_0\) falls from 58.8 to 45.1 meV, while the element stays at 15.47 meV/nm. This argument does not cover a nonlocal exchange operator.

**Q.** The image potential is not of that kind. It pushes electrons away from the oxide.

**A.** Correct, and it changes the slope a good deal. The oxide has the lower permittivity, so the image of an electron repels it with \(V_{\rm im}=C/z\) and \(C>0\). Its contribution to the mean confining force is \(-C\langle1/z^2\rangle\). In the self-consistent solution with this term, it amounts to \(-6.71\) meV/nm. The slope form is then

\[
15.47-6.71=8.75\ \mathrm{meV/nm},
\]

where the last digit follows from the unrounded values. The identity holds for this singular potential too.

**Q.** So the roughness element is nearly halved?

**A.** That would follow if the image potential stayed in place while the wall moved. But the image belongs to the interface. For a uniform displacement it depends on \(u=z-\Delta\), so in the flattened coordinates it does not change with \(\Delta\). The perturbation comes from the Hartree part alone:

\[
\frac{dE}{d\Delta}=\langle V_H'\rangle=\frac{e^2}{\varepsilon}\left(N_{\rm depl}+\frac{N_s}{2}\right).
\]

A direct displacement of wall and image together, with the Hartree potential held fixed, gives 15.47 meV/nm. This result holds for a fixed Hartree potential. On a real rough surface that potential changes too, because the electron layer follows the surface and the boundary between unequal permittivities moves. The size of the effect can be found for roughness that is slow compared with the layer thickness, under a thick oxide and with the acceptor charge fixed. Let the potential energy at a given distance from the wall change by \(c\). At a fixed point in space it then changes by \(c-\Delta e^2N_{\rm depl}/\varepsilon\) just behind the layer and by \(c-\Delta e^2(N_{\rm depl}+N_s)/\varepsilon_{\rm ox}\) in the oxide. Both changes decay as \(e^{-q|z|}\), and no net charge is added, so \(\varepsilon\) times the first plus \(\varepsilon_{\rm ox}\) times the second is zero. This gives

\[
\frac{c}{\Delta}=\frac{2e^2}{\varepsilon+\varepsilon_{\rm ox}}\left(N_{\rm depl}+\frac{N_s}{2}\right),
\]

which is 1.5 times the fixed-potential value here, or 23.2 meV/nm before screening. When the lateral scale is comparable with the electron's distance from the oxide, the image potential is no longer that of a shifted flat interface, and a separate calculation is needed.

**Q.** How good is first order for a displacement of 0.3 nm?

**A.** For a uniform inward shift in the frozen Hartree potential, the full energy change is 4.40 meV, about 5% below the linear value of 4.64 meV. The sign can be derived. The second-order energy contains \(\tfrac12\Delta^2\langle V''\rangle\), and here

\[
V''=-\frac{e^2}{\varepsilon}N_s\psi^2\le0 .
\]

It also contains the second-order effect of \(\Delta V'\), which cannot raise a ground state. Both contributions lie below the straight line. This says nothing about higher orders in the lateral variation of a rough wall, which I have not estimated.

**Q.** And the wall is not infinite.

**A.** Take an oxide barrier of 3.1 eV and an oxide mass of 0.5, both rough values, with a flat potential in the oxide. In the same frozen Hartree potential, \(E_0\) drops from 58.79 to 57.45 meV, and \(2.2\times10^{-4}\) of the probability lies in the oxide. The energy change per displacement becomes 15.92 meV/nm, 3% above the hard-wall value.

The increase can be traced. Let \(\kappa\) be the decay constant in the oxide. Continuity of \(\psi\) and of \(\psi'\) divided by the mass gives \(\psi(0)=\lambda\psi'(0)\), with \(\lambda=m_{\rm ox}/(m\kappa)\). To first order in \(\lambda\), this is a hard wall placed a distance \(\lambda\) farther out. The drop in energy gives

\[
\lambda\approx\frac{58.79-57.45}{15.47}\approx0.087\ \mathrm{nm}.
\]

The nonlinear shift just discussed gives a curvature of

\[
\frac{d^2E}{d\Delta^2}\approx-\frac{2\,(4.640-4.402)}{0.3^2}\approx-5.3\ \mathrm{meV/nm^2}.
\]

Moving the effective wall outward by \(\lambda\) therefore raises \(dE/d\Delta\) by about \(0.087\times5.3\approx0.46\) meV/nm, which accounts for the rise from 15.47 to 15.92.

**Q.** Then screening is the last thing missing?

**A.** It is the largest correction I have sized for the scattering strength. Let a static potential \(\phi\) act on the layer. In linear response it induces a density \(-\Pi\phi_{\rm tot}\), and this density adds a potential \(-v(q)\Pi\phi_{\rm tot}\). Solving \(\phi_{\rm tot}=\phi-v\Pi\phi_{\rm tot}\) gives

\[
\phi_{\rm tot}=\frac{\phi}{1+v(q)\Pi} .
\]

For a two-dimensional gas at zero temperature, \(\Pi\) equals the density of states up to \(q=2k_F\), where \(k_F\) is the Fermi wavevector. The interaction, averaged over the layer, is

\[
v(q)=\frac{e^2}{2\varepsilon q}\iint\psi^2(z)\psi^2(z_1)\left[e^{-q|z-z_1|}+\rho\,e^{-q(z+z_1)}\right]dz\,dz_1 ,
\]

with \(\rho=(\varepsilon-\varepsilon_{\rm ox})/(\varepsilon+\varepsilon_{\rm ox})\) for the image charge. At \(q=2k_F=2\times0.1772=0.354\ \mathrm{nm^{-1}}\) the divisor is 3.78. The energy of 4.64 meV becomes \(4.64/3.78=1.23\) meV. The Fermi energy is 6.30 meV, so the unscreened value would be a poor candidate for a small perturbation.

This estimate treats the roughness as an external potential. It omits the change in the electrostatic potential that arises because the electron layer and the dielectric boundary follow the rough surface. Without the image potential, this change raises the unscreened element by about 30% at \(q=2k_F\). At this \(q\) the image potential no longer follows the wall fully and works the other way, which cuts the net rise to about 20%. The 1.23 meV is thus an underestimate; with both effects the screened energy is near 1.5 meV.

**Q.** How close is all this to a transistor?

**A.** The chosen density is at the low end for a silicon inversion layer in strong inversion, and 4.2 K is a laboratory temperature. The acceptor density of \(2\times10^{16}\ \mathrm{cm^{-3}}\) is low beside that of many modern bulk transistors. The oxide field of 0.70 MV/cm is far below a rough breakdown field of 10 MV/cm. Over the mean distance of 2.27 nm, the acceptors within the layer reduce the confining force by 0.45%, so placing them all behind it is a minor error here. The assumption that fails at room temperature is single-subband occupation. The next subband lies 28.2 meV above the lowest, and the lowest one of the other valleys 27.3 meV. At 4.2 K the fraction of electrons in higher subbands is about \(10^{-26}\). At 300 K, with the potential held fixed, it is 73%; a self-consistent potential lowers this to about 66% and raises the element of the lowest subband to about 18.9 meV/nm. The charge formula then fixes the population average of the force instead of the element of the lowest subband.

**Q.** What may I carry into a transport calculation?

**A.** In the lowest order of perturbation theory, the rate for a given \(\mathbf k\) and \(\mathbf q\) contains \(|\Delta_{\mathbf q}|^2M^2\). In the one-subband Hartree model, with the roughness spectrum, both wavevectors and the screening held fixed, and with the change of the Hartree potential along the rough surface neglected, it scales as \((N_{\rm depl}+N_s/2)^2\). Doubling that sum makes the rate four times larger. The mobility need not follow this power when \(N_s\) is varied, because \(k_F\) and the screening then change as well.

## Calculated quantities

```
MODEL WELL (hbar = m = 1), V = z + 0.3 z^2 + 1.5 exp(-(z-2)^2)
state 0: E 2.8697, slope form 2.38222, mean force 2.38221 a.u.
state 1: E 5.5165, slope form 2.18181, mean force 2.18179 a.u.
state 2: E 7.2378, slope form 2.00855, mean force 2.00853 a.u.
state 3: E 8.9979, slope form 2.42739, mean force 2.42736 a.u.
pair 0,1: slope product form 2.27981 a.u.
pair 0,1: <0|V'|1> -0.26652 a.u.
pair 0,1: with derivative term 2.27980 a.u.
largest error over all pairs: 4.1e-05 a.u.
dE0/d(wall position): 2.38220 a.u.
barrier 100: step times density 2.29805 a.u.
barrier 1000: step times density 2.35638 a.u.
barrier 10000: step times density 2.37409 a.u.
CORRUGATED WALL: F 0.8, m_par 0.5, q 1.6, amp 0.01 a.u.
same subband: splitting/amp 0.79993, predicted 0.80000 a.u.
subbands 0,1: splitting/amp 0.79995, predicted 0.80000 a.u.
subbands 0,1: |<0|V'|1>| 1.7e-17 a.u.
SILICON INVERSION LAYER (rough typical parameters)
N_s 1.0e+12, N_depl 5.0e+11 cm^-2; N_A 2.0e+16 cm^-3
masses: normal 0.92, in-plane 0.19, oxide 0.5 m_e
permittivities 11.7, 3.9; barrier 3.1 eV
hbar^2/2m normal: 41.413 meV nm^2
E0: 58.794 meV; mean distance: 2.274 nm
squared wall slope: 0.37347 nm^-3
element from slope: 15.4663 meV/nm
force from charges: 15.4659 meV/nm
same force as a field: 0.1547 MV/cm
mesh 0.02->0.01, box 45->60 nm: element shift -1.1e-03 meV/nm
same change: E0 shift 6.8e-04 meV
roughness 0.3 nm: linear energy 4.640 meV
uniform shift by 0.3 nm, full: 4.402 meV
Fermi energy: 6.300 meV; k_F: 0.1772 nm^-1
static screening divisor at 2k_F: 3.776
local exchange: element 15.4662 meV/nm, E0 45.117 meV
image included: slope form 8.7540 meV/nm
image mean force: -6.7122 meV/nm
image moving with wall: 15.4654 meV/nm
finite oxide barrier: dE/dshift 15.9243 meV/nm
finite barrier: E0 57.448 meV, probability in oxide 2.2e-04
depletion curvature lowers force by 0.45 %
E1-E0: 28.15 meV; other valleys: 27.29 meV
fraction in higher subbands at 4.2 K: 1.7e-26
same at 300 K, frozen potential: 0.731
oxide field: 0.696 MV/cm
```
